# Piezoresistance of n-type germanium from transfer between rigid L valleys

## 1. Definitions and conventions

The axes $x,y,z$ are the cube axes. Stress $X_{ij}$ is positive in tension, and $\varepsilon_{ij}$ is the tensor strain. With compliances $S_{11},S_{12},S_{44}$,

$$\varepsilon_{xx}=S_{11}X_{xx}+S_{12}(X_{yy}+X_{zz}),\qquad 2\varepsilon_{xy}=S_{44}X_{xy},$$

and cyclically. The unstrained resistivity $\rho_0$ is a scalar. The piezoresistance coefficients are defined by

$$\frac{\delta\rho_i}{\rho_0}=\sum_j\pi_{ij}X_j,\qquad (1,\dots,6)=(xx,yy,zz,yz,zx,xy),$$

with no factors of two in $\rho_6=\rho_{xy}$ or $X_6=X_{xy}$. A shear stress $X_{xy}=X_{yx}=X$ therefore gives $\delta\rho_{xy}/\rho_0=\pi_{44}X$. In a code that sums over all nine stress components, the fourth-rank element is $\pi_{xyxy}=\pi_{44}/2$, because $X_{xy}$ and $X_{yx}$ both contribute.

The conduction electrons of germanium occupy minima at the L points. The eight half-ellipsoids at the zone boundary make four complete valleys, with axes

$$\mathbf n_1=\tfrac{1}{\sqrt3}(1,1,1),\quad \mathbf n_2=\tfrac{1}{\sqrt3}(-1,-1,1),\quad \mathbf n_3=\tfrac{1}{\sqrt3}(-1,1,-1),\quad \mathbf n_4=\tfrac{1}{\sqrt3}(1,-1,-1).$$

For each valley $n_x^2=n_y^2=n_z^2=1/3$ and $n_in_j=s_{ij}/3$ for $i\neq j$, where the signs, in the order of the valleys, are

$$s_{xy}=(+,+,-,-),\qquad s_{yz}=(+,-,-,+),\qquad s_{zx}=(+,-,+,-).$$

The rigid-valley model assumes that:

- strain moves each valley in energy but leaves its masses, its axis and its relaxation time $\tau(E)$ unchanged, with $E$ measured from the valley's own minimum;
- only the L valleys are occupied, and stress does not alter intervalley scattering;
- the electron density $n$ is fixed.

The electrons are nondegenerate until Section 6. The result to be derived is

$$\boxed{\pi_{11}=\pi_{12}=0,\qquad \pi_{44}=-\frac{\Xi_uS_{44}}{3kT}\,\frac{K-1}{2K+1},\qquad K=\frac{\mu_t}{\mu_l}}$$

Here $\mu_t$ and $\mu_l$ are the mobilities across and along a valley axis, and $\Xi_u$ is the uniaxial deformation potential.

## 2. Valley energies under strain

The shift of valley $v$ is

$$\delta E_v=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n_v\!\cdot\varepsilon\cdot\mathbf n_v .$$

In the second term the diagonal strains each carry the factor $1/3$. Each off-diagonal strain occurs twice and carries $s_{ij}/3$. Hence

$$\delta E_v=\Big(\Xi_d+\frac{\Xi_u}{3}\Big)\mathrm{Tr}\,\varepsilon+\frac{2\Xi_u}{3}\big(s_{xy}\varepsilon_{xy}+s_{yz}\varepsilon_{yz}+s_{zx}\varepsilon_{zx}\big).$$

The first term is common to all valleys. Differences between valleys come from the shear strains alone.

## 3. Conductivity of one valley and of the crystal

Let $M$ be the mass tensor of a valley, with $m_l$ along $\mathbf n_v$ and $m_t$ across it. Then $E=\tfrac12\mathbf p\cdot M^{-1}\mathbf p$ and $\mathbf v=M^{-1}\mathbf p$. The Boltzmann equation in the relaxation-time approximation gives

$$\sigma_v=2e^2\int\frac{d^3p}{(2\pi\hbar)^3}\,\mathbf v\mathbf v^{T}\,\tau(E)\Big(-\frac{\partial f}{\partial E}\Big).$$

Substitute $\mathbf p=M^{1/2}\mathbf w$, so that $E=w^2/2$ and $\mathbf v=M^{-1/2}\mathbf w$. Everything except $\mathbf w\mathbf w^T$ now depends on $w$ alone, and the angular average of $\mathbf w\mathbf w^T$ is $(w^2/3)\mathbf 1$. Therefore

$$\sigma_v=M^{-1}\,\frac{2e^2\sqrt{\det M}}{(2\pi\hbar)^3}\int d^3w\,\frac{w^2}{3}\,\tau(E)\Big(-\frac{\partial f}{\partial E}\Big).$$

The tensor character is that of $M^{-1}$, which gives $K=m_l/m_t$ for a relaxation time that depends on energy alone.

Let $\zeta$ be the chemical potential and $E_v$ the valley minimum. For nondegenerate electrons $f=e^{(\zeta-E_v-E)/kT}$, so the valley density $n_v$ and $\sigma_v$ both contain the factor $e^{(\zeta-E_v)/kT}$. Their ratio does not depend on the shift, and

$$\sigma_v=e\,n_v\big[\mu_t\mathbf 1+(\mu_l-\mu_t)\,\mathbf n_v\mathbf n_v^{T}\big]$$

with fixed mobilities.

Without strain $n_v=n/4$. Each sign $s_{ij}$ sums to zero over the valleys, so $\sum_v\mathbf n_v\mathbf n_v^T=\tfrac43\mathbf 1$ and

$$\sigma_0=en\Big[\mu_t+\frac{\mu_l-\mu_t}{3}\Big]=\frac{en}{3}(2\mu_t+\mu_l).$$

The total is isotropic although each valley is not. Unequal populations can expose the hidden anisotropy.

## 4. Normal stress along the cube axes

Let only $X_{xx},X_{yy},X_{zz}$ act. No shear strain arises, and by Section 2 every valley moves by the same energy $D$. At fixed density the chemical potential also moves by $D$. Every $\zeta-E_v$, and with it every $\sigma_v$, keeps its value, so

$$\rho(X_{xx},X_{yy},X_{zz})=\rho_0\mathbf 1,\qquad \pi_{11}=\pi_{12}=0 .$$

No expansion in the stress was made, and the form of $f$ was not used. Within the model the result therefore holds at finite stress and for degenerate electrons. Geometrically, each cube axis makes the same angle with all four valley axes, so a stress along it cannot favour one valley over another.

If intervalley scattering rates depend on stress only through the relative energies of the L valleys, they too are unchanged here. The zeros survive that extension, whereas $\pi_{44}$ would be modified by it.

## 5. Shear stress

Let $X_{xy}=X_{yx}=X$ be the only stress. Then $\varepsilon_{xy}=S_{44}X/2$, the trace vanishes, and

$$\delta E_v=\frac{2\Xi_u}{3}\,s_{xy}\,\frac{S_{44}X}{2}=s_{xy}\Delta,\qquad \Delta=\frac{\Xi_uS_{44}X}{3}.$$

Two valleys rise by $\Delta$ and two fall by $\Delta$. Normalizing the Boltzmann factors gives the population fractions

$$f_v=\frac{e^{-s_{xy}\Delta/kT}}{4\cosh(\Delta/kT)},\qquad \langle s_{xy}\rangle=\sum_vf_vs_{xy}=\frac{2e^{-\Delta/kT}-2e^{\Delta/kT}}{4\cosh(\Delta/kT)}=-\tanh\frac{\Delta}{kT}.$$

The $xy$ element of the conductivity follows from $n_xn_y=s_{xy}/3$:

$$\sigma_{xy}=en(\mu_l-\mu_t)\frac{\langle s_{xy}\rangle}{3}=\frac{en}{3}(\mu_t-\mu_l)\tanh\frac{\Delta}{kT}.$$

Division by $\sigma_0$ gives

$$t\equiv\frac{\sigma_{xy}}{\sigma_0}=a\tanh\frac{\Delta}{kT},\qquad a=\frac{\mu_t-\mu_l}{2\mu_t+\mu_l}=\frac{K-1}{2K+1}.$$

The diagonal elements keep the value $\sigma_0$, because $n_i^2=1/3$ in every valley. The elements $\sigma_{yz}$ and $\sigma_{zx}$ vanish: within each pair of equally populated valleys, $s_{yz}$ and $s_{zx}$ take both signs. Only the $xy$ block needs inversion:

$$\frac{\rho}{\rho_0}=\begin{pmatrix}1&t\\t&1\end{pmatrix}^{-1}=\frac{1}{1-t^2}\begin{pmatrix}1&-t\\-t&1\end{pmatrix}.$$

To first order in $X$, $\rho_{xy}/\rho_0=-t=-a\Delta/kT$. Inserting $\Delta$ and dividing by $X$ gives the boxed $\pi_{44}$. The elements $\rho_{xx}$ and $\rho_{yy}$ change only in second order, by the fraction $t^2$, and $\rho_{zz}$ does not change.

The sign can be read from the valleys. For $\Xi_u>0$ and $X>0$, electrons leave valleys 1 and 2 for valleys 3 and 4, whose axes are perpendicular to $[110]$. Their mobility along $[110]$ is $\mu_t$, while that of valleys 1 and 2 is $(\mu_t+2\mu_l)/3$. Since germanium has $m_l>m_t$, and hence $K>1$ here, the conductivity along $[110]$ rises and $\pi_{44}$ is negative.

Two ingredients are needed: a relative valley shift and an anisotropic mobility. At $K=1$ electrons still transfer, but $\pi_{44}=0$. For $K<1$ the sign reverses. For $K\to\infty$, $a\to1/2$, so further mass anisotropy then brings little.

## 6. Degenerate electrons

For general filling, write $\sigma_v=g(\zeta-E_v)\,[K\mathbf 1-(K-1)\mathbf n_v\mathbf n_v^T]$, where $g$ contains the energy integral. Without strain $\sigma_0=4g(2K+1)/3$. Under the shear stress the shifts $s_{xy}\Delta$ sum to zero, so $\zeta$ is unchanged to first order at fixed density. Then

$$\delta\sigma_{xy}=\sum_v(-g's_{xy}\Delta)\Big(-\frac{(K-1)s_{xy}}{3}\Big)=\frac{4(K-1)}{3}\,g'\Delta,\qquad \frac{\delta\sigma_{xy}}{\sigma_0}=a\,\Delta\,\frac{g'}{g}.$$

Thus $1/kT$ is replaced by $d\ln g/d\zeta$.

Take $\tau\propto E^{-1/2}$, the energy dependence of acoustic-phonon scattering in a parabolic band. The density of states and the squared velocity contribute $E^{3/2}$. With $\eta=\zeta/kT$ measured from the unstrained valley edge, integration by parts gives

$$g\propto\int_0^\infty E\Big(-\frac{\partial f}{\partial E}\Big)dE=\int_0^\infty f\,dE=kT\ln(1+e^\eta).$$

The logarithmic derivative multiplies the nondegenerate $\pi_{44}$ by

$$G(\eta)=kT\,\frac{d\ln g}{d\zeta}=\frac{1}{(1+e^{-\eta})\ln(1+e^{\eta})}.$$

For $\eta\to-\infty$, $G\to1$. For $\eta\gg1$, $G\to1/\eta$, so $kT$ is replaced by the Fermi energy $\zeta$ and the $1/T$ law is lost. Physically, only electrons near the Fermi level can respond to the valley shift.

The factor $G$ depends on the scattering law. For $\tau\propto E^r$ with $r>-3/2$, $g\propto\zeta^{r+3/2}$ at strong degeneracy, so $G\to(r+\tfrac32)/\eta$. Heavily doped samples, where impurity scattering is often important, need their own $\tau(E)$.

## 7. Other directions and large stress

For uniaxial stress $X$ along a unit vector $\mathbf d$, $X_{ij}=Xd_id_j$. Since only the shear coefficients survive, $\delta\rho_{ij}/\rho_0=\pi_{44}Xd_id_j$ for $i\ne j$, and the diagonal elements do not change. The coefficient for current and field along a unit vector $\mathbf b$ is

$$\frac{1}{X}\,\frac{\mathbf b\cdot\delta\rho\cdot\mathbf b}{\rho_0}=\pi_{44}\Big[(\mathbf b\cdot\mathbf d)^2-\sum_ib_i^2d_i^2\Big].$$

- Stress along $[100]$: the longitudinal and transverse coefficients are zero.
- Stress along $[111]$: the longitudinal coefficient is $2\pi_{44}/3$, the transverse one $-\pi_{44}/3$.
- Stress along $[110]$: the longitudinal coefficient is $\pi_{44}/2$; the transverse ones are $-\pi_{44}/2$ along $[1\bar10]$ and zero along $[001]$.

For nondegenerate electrons the linear law requires relative valley shifts small compared with $kT$. Under much larger stress along $[110]$ or $[111]$ the transfer becomes complete and the resistivity saturates; along $[100]$ the model gives no transfer among the L valleys at any stress. In real germanium, compression along $[100]$ lowers two of the higher valleys on the cube axes relative to L, and at stresses of order 2 GPa they take a large share of the electrons, so the zero response is limited to smaller stresses. Stress along $[111]$ has shear components $X/3$, hence shear strains $S_{44}X/6$. The sum $s_{xy}+s_{yz}+s_{zx}$ is $3$ for the $[111]$ valley and $-1$ for the others, so the two groups separate by

$$\frac{2\Xi_u}{3}\,\frac{S_{44}X}{6}\,(3+1)=\frac{4\Xi_uS_{44}X}{9}.$$

For $\Xi_u>0$, strong compression leaves only the $[111]$ valley occupied, with mobility $\mu_l$ along the stress. Strong tension leaves the other three. Their axes satisfy $(\mathbf n\cdot\mathbf d)^2=1/9$, so their mobility along the stress is $(8\mu_t+\mu_l)/9$. Complete transfer raises the density per occupied valley by a factor $4$ or $4/3$. The limits below therefore require that the electrons stay nondegenerate after the transfer, or that $\tau$ be constant. For example, with $K=15$, $\tau\propto E^{-1/2}$ and $\eta=0$ before straining, the compression ratio is $12.6$ instead of $10.33$. By threefold symmetry $[111]$ is a principal axis, and the longitudinal resistivity is the inverse of the longitudinal conductivity:

$$\frac{\rho}{\rho_0}\to\frac{2K+1}{3}\ \text{(compression)},\qquad \frac{\rho}{\rho_0}\to\frac{3(2K+1)}{8K+1}\ \text{(tension)}.$$

## 8. What the zeros do not include

A doped sample under stress keeps its electron number rather than its density. Then $n\propto1/(1+\mathrm{Tr}\,\varepsilon)$ to first order. For nondegenerate electrons the model leaves the mobilities unchanged, and the resistivity rises by the fraction $\mathrm{Tr}\,\varepsilon$. For degenerate electrons the mobility generally changes with the density, so the coefficient below need not apply. A uniaxial stress along a cube axis has $\mathrm{Tr}\,\varepsilon=(S_{11}+2S_{12})X$, so

$$\pi_{11}=\pi_{12}=S_{11}+2S_{12}\qquad\text{(fixed number)}.$$

Shear stress has no trace, and $\pi_{44}$ is unaffected. A measured resistance also contains the change of sample shape, which must be removed before comparison with $\pi_{ij}$.

Strain-dependent masses, valley axes or relaxation times can give further nonzero $\pi_{11}$ and $\pi_{12}$, of the same order as dilution or larger. If, for instance, the valley axes followed the strained reciprocal lattice, tension $X$ along $x$ would change $n_x^2$ by $-\tfrac49(S_{11}-S_{12})X$, giving $\pi_{11}=-\tfrac43a(S_{11}-S_{12})$ and $\pi_{12}=-\pi_{11}/2$. For the parameters of Section 9 this is $\pi_{11}=-0.0075$ GPa$^{-1}$, larger than the dilution term and of opposite sign. Occupied valleys away from L can contribute too, since the energy difference between L and those valleys may change under a cube-axis stress. Apart from this estimate, these effects are not calculated here. The dominance of $\pi_{44}$ requires that they remain small beside the transfer term.

## 9. Worked example

The parameters are round model values, not a fit to germanium: $\Xi_u=15$ eV, $\Xi_d=-10$ eV, $m_l=1.5\,m_e$, $m_t=0.1\,m_e$, $C_{11}=120$, $C_{12}=40$, $C_{44}=60$ GPa and $T=300$ K. They give $S_{11}=0.0100$, $S_{12}=-0.0025$ and $S_{44}=0.016667$ GPa$^{-1}$, with $kT=0.025852$ eV. The mobility ratio is $K=15$, and $a=14/31=0.4516$. Hence

$$\pi_{44}=-\frac{15\times0.016667}{3\times0.025852}\times0.4516\ \mathrm{GPa^{-1}}=-1.456\ \mathrm{GPa^{-1}}=-1.456\times10^{-9}\ \mathrm{Pa^{-1}}.$$

Direct integration of the Boltzmann conductivity, followed by inversion of the total tensor and differentiation with respect to stress, gives the same value and zero for $\pi_{11}$ and $\pi_{12}$; see the numerical output. At 150 K, with the other parameters kept, $\pi_{44}$ doubles to $-2.91$ GPa$^{-1}$.

**Tension of 0.1 GPa along [100].** The trace of the strain is $0.005\times0.1=0.0005$. Every valley moves by $(-10+5)\times0.0005$ eV $=-2.5$ meV, and every population remains $0.25$.

**Shear stress of 0.1 GPa.** Now $\Delta=8.33$ meV and $\Delta/kT=0.322$. The raised valleys hold $0.172$ of the electrons each, the lowered ones $0.328$. This gives $t=0.1407$ and $\rho_{xy}/\rho_0=-0.1436$, against $-0.1456$ from the linear law. With $x=\Delta/kT$, the expansion

$$\frac{t}{1-t^2}=ax\big[1+(a^2-\tfrac13)x^2+\dots\big]$$

accounts for most of the difference: the correction is $(0.204-0.333)\times0.104=-1.3\%$ of the linear value, and higher orders bring it to $-1.4\%$. Saturation of the transfer outweighs the effect of tensor inversion. The elements $\rho_{xx}$ and $\rho_{yy}$ rise by $2.0\%$ of $\rho_0$.

**Fixed electron number.** Dilution gives $\pi_{11}=\pi_{12}=0.0100-0.0050=0.0050$ GPa$^{-1}$, which is $0.34\%$ of $|\pi_{44}|$.

**Degenerate filling.** At $\eta=3$, $G=0.312$ and $\pi_{44}=-0.455$ GPa$^{-1}$.

**Stress of 3 GPa along [111].** The valley separation is $4\times15\times0.016667\times3/9=0.333$ eV, about $13\,kT$. The resistivity ratio is $10.33$ in compression and $0.769$ in tension, at the limits of Section 7. The linear coefficient $2\pi_{44}/3=-0.971$ GPa$^{-1}$ would give $3.91$ and $-1.91$; the negative value shows that the linear law cannot be used there. These ratios illustrate complete transfer in the model. They do not predict a crystal's behaviour at 3 GPa, where linear elasticity and fixed masses are doubtful.

**Valleys moved to the cube axes.** This control shows that the valley directions select the nonzero coefficient. Place three valleys with the same masses on $x,y,z$. Shear strain then has no diagonal element to shift them, so $\pi_{44}=0$. Tension $X$ along $x$ raises the $x$ valley relative to the others by $\Xi_u(S_{11}-S_{12})X\equiv kT\,d$. To first order the populations are $f_x=\tfrac13(1-\tfrac23d)$ and $f_y=f_z=\tfrac13(1+\tfrac13d)$, and

$$\frac{\delta\sigma_{xx}}{en}=\mu_l\,\delta f_x+\mu_t(\delta f_y+\delta f_z)=\frac{2d}{9}(\mu_t-\mu_l).$$

Dividing by $\sigma_0/en=(2\mu_t+\mu_l)/3$ and changing sign for the resistivity gives

$$\pi_{11}=-\frac{2\,\Xi_u(S_{11}-S_{12})}{3kT}\,a=-2.18\ \mathrm{GPa^{-1}}.$$

For the $y$ direction, $\delta\sigma_{yy}/en=\mu_t(\delta f_x+\delta f_z)+\mu_l\delta f_y=-\tfrac d9(\mu_t-\mu_l)$, which is $-\tfrac12$ of the $xx$ change. Thus $\pi_{12}=-\pi_{11}/2=1.09$ GPa$^{-1}$. The pattern is the reverse of that for L valleys.

## Numbers as computed

```
Xi_u = 15.0 eV, Xi_d = -10.0 eV
m_l = 1.50 m_e, m_t = 0.10 m_e
C11, C12, C44 = 120, 40, 60 GPa
T = 300 K, kT = 0.025852 eV
S11, S12, S44 = 0.010000, -0.002500, 0.016667 1/GPa
mobility ratio K = 15.0000 (dimensionless)
a = (K-1)/(2K+1) = 0.45161 (dimensionless)
pi44 from formula = -1.45576 1/GPa = -1.4558e-09 1/Pa
pi44 from Boltzmann integrals = -1.45576 1/GPa
pi11, pi12 from integrals = 0.0, 0.0 1/GPa
pi44 at 150 K = -2.91152 1/GPa
pi44 for m_l = m_t = 0.5 m_e: 0.0 1/GPa
pi44 for m_l = 0.1, m_t = 0.5 m_e: 1.84198 1/GPa
Finite stress X = 0.1 GPa:
 [100] tension, shift of every valley = -2.5000 meV
 [100] tension, populations = [0.25 0.25 0.25 0.25]
 shear, Delta = 8.3333 meV, Delta/kT = 0.32235
 shear, signs s_xy = [ 1  1 -1 -1]
 shear, populations = [0.1721 0.1721 0.3279 0.3279]
 shear, t = sigma_xy/sigma0 = 0.14074
 shear, rho_xy/rho0 = -0.14358, linear law -0.14558
 shear, rho_xx/rho0 = 1.02021
fixed number: pi11 = 0.00500, pi12 = 0.00500 1/GPa
fixed number: pi11/|pi44| = 0.00343
degenerate, eta = 3.0: G = 0.31246, pi44 = -0.45487 1/GPa
[111] stress: longitudinal -0.97051, transverse 0.48525 1/GPa
[110] stress: longitudinal -0.72788 1/GPa
[110] stress: along [1-10] 0.72788, along [001] 0.0 1/GPa
[111] compression 3 GPa: rho/rho0 = 10.3324
 limit (2K+1)/3 = 10.3333, [111] population 0.99999
[111] tension 3 GPa: rho/rho0 = 0.7686
 limit 3(2K+1)/(8K+1) = 0.7686, [111] population 0.00000
cube-axis valleys: pi11 = -2.18364, pi12 = 1.09182 1/GPa
cube-axis valleys: pi44 = 0.0 1/GPa
```
